# Gutzwiller-transcorrelated Hubbard model in momentum space and projective determination of J: verification in Python

```python
# Result under test: the Hubbard Hamiltonian H = T + U*D, with D the number of
# doubly occupied sites, transformed with a Gutzwiller factor,
#     Hbar = exp(-J D) H exp(J D),
# has in momentum space a bare one-body term, a two-body vertex and a three-body
# vertex. Demanding <Phi|(D-<D>) Hbar|Phi> = 0 on the Fermi sea Phi gives a
# quadratic equation for x = exp(J).
# Symbols: t hopping, U repulsion, M sites, n filling per spin, gamma bond order
# <a+_i a_j> per spin, lam = 2(cosh J - 1); S, A, B, C are sums over the
# opposite-spin double excitations i,j -> a,b that conserve momentum.
import numpy as np
from itertools import combinations, product
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import csr_matrix, identity, kron as skron, diags
from scipy.sparse.linalg import eigsh

t, U = 1.0, 4.0


def lam(J):
    return 2 * (np.cosh(J) - 1)


# ---------- full operator identity on a five-site ring, all particle numbers
def operator_test(M=5, J=-0.6):
    lower = np.array([[0., 1.], [0., 0.]])
    parity = np.diag([1., -1.])
    site = []
    for j in range(M):
        op = np.eye(1)
        for m in range(M):
            op = np.kron(op, parity if m < j else lower if m == j else np.eye(2))
        site.append(op)
    dim = 2**M
    one = np.eye(dim)
    hop = sum(-t * site[(j + d) % M].T @ site[j] for j in range(M) for d in (1, -1))
    D = sum(np.kron(np.diag(a.T @ a), np.diag(a.T @ a)) for a in site)
    H = np.kron(hop, one) + np.kron(one, hop) + U * np.diag(D)
    reference = np.exp(-J * D)[:, None] * H * np.exp(J * D)[None, :]

    c = [sum(np.exp(-2j * np.pi * k * r / M) * site[r] for r in range(M)) / np.sqrt(M)
         for k in range(M)]
    cd = [x.conj().T for x in c]
    e = [-2 * t * np.cos(2 * np.pi * k / M) for k in range(M)]
    kin = sum(e[k] * cd[k] @ c[k] for k in range(M))
    low = np.kron(kin, one) + np.kron(one, kin)
    for k in range(M):
        left = sum((U / 2 + np.expm1(J) * e[(p - k) % M] + np.expm1(-J) * e[p])
                   * cd[(p - k) % M] @ c[p] for p in range(M))
        right = sum(cd[(q + k) % M] @ c[q] for q in range(M))
        low = low + (np.kron(left, right) + np.kron(right, left)) / M
    three = np.zeros_like(low)
    for k, k2 in product(range(M), repeat=2):
        left = sum(e[(p - k) % M] * cd[(p - k - k2) % M] @ c[p] for p in range(M))
        right = sum(cd[(q + k2) % M] @ cd[(s + k) % M] @ c[s] @ c[q]
                    for q in range(M) for s in range(M))
        three -= lam(J) / M**2 * (np.kron(left, right) + np.kron(right, left))
    return np.abs(low + three - reference).max(), np.abs(low - reference).max()


op_error, op_error_no3 = operator_test()
assert op_error < 1e-10
assert op_error_no3 > 0.1


# ---------- Fermi sea and sums over double excitations
class Sea:
    def __init__(self, shape, N):
        self.shape = np.array(shape)
        self.M, self.N = int(np.prod(shape)), N
        self.grid = np.array(list(product(*[range(L) for L in shape])))
        self.eps = self.band(self.grid)
        order = np.argsort(self.eps, kind="stable")
        assert self.eps[order[N]] - self.eps[order[N - 1]] > 1e-8   # closed shell
        self.occ, self.virt = list(order[:N]), list(order[N:])
        self.n = N / self.M
        bonds = np.cos(2 * np.pi * self.grid[self.occ] / self.shape).sum(0) / self.M
        assert np.allclose(bonds, bonds[0])                         # isotropic sea
        self.gamma = bonds[0]
        self.ET = 2 * self.eps[self.occ].sum()
        self.orb = np.exp(2j * np.pi * (self.grid / self.shape) @ self.grid.T)
        self.orb /= np.sqrt(self.M)
        quads = []
        for i, j, a in product(self.occ, self.occ, self.virt):
            kb = (self.grid[i] + self.grid[j] - self.grid[a]) % self.shape
            b = int(np.ravel_multi_index(tuple(kb), tuple(shape)))
            if b in self.virt:
                quads.append((i, j, a, b))
        self.quads = np.array(quads)
        i, j, a, b = self.quads.T
        self.ev = self.eps[a] + self.eps[b]
        self.eo = self.eps[i] + self.eps[j]
        self.ex = (self.band(self.grid[i] + self.grid[j])
                   + self.band(self.grid[i] - self.grid[b]))
        self.S, self.A, self.B, self.C = len(quads), self.ev.sum(), self.eo.sum(), self.ex.sum()
        self.K = self.n * (self.A + self.B) - 2 * self.gamma * self.C

    def band(self, k):
        return -2 * t * np.cos(2 * np.pi * k / self.shape).sum(-1)

    def energy(self, J):
        return (self.ET * (1 + lam(J) * (self.n * (1 - self.n) + self.gamma**2))
                + U * self.M * self.n**2)

    def hop_factor(self, J):
        return 1 + lam(J) * (self.n * (1 - self.n) + 3 * self.gamma**2)

    def fock(self, J):
        return (self.eps * self.hop_factor(J) + U * self.n
                + lam(J) * (1 - 2 * self.n) * self.ET / (2 * self.M))

    def doubles(self, J):
        return (U + np.expm1(J) * self.ev + np.expm1(-J) * self.eo
                - lam(J) * (self.n * (self.ev + self.eo) - 2 * self.gamma * self.ex)) / self.M


def solve_J(S, A, B, K, u):
    a, b, c = A - K, u * S - A - B + 2 * K, B - K
    assert a > 0 > c                       # exactly one positive root
    return np.log((-b + np.sqrt(b * b - 4 * a * c)) / (2 * a))


# ---------- site-basis many-body space, built independently of the vertices
def sector(sea, N):
    sets = list(combinations(range(sea.M), N))
    index = {s: m for m, s in enumerate(sets)}
    occ = np.zeros((len(sets), sea.M))
    T = np.zeros((len(sets), len(sets)))
    steps = [s * v for v in np.eye(len(sea.shape), dtype=int) for s in (1, -1)]
    for m, s in enumerate(sets):
        occ[m, list(s)] = 1
        for pos, j in enumerate(s):
            rest = s[:pos] + s[pos + 1:]
            for d in steps:
                i = int(np.ravel_multi_index(tuple((sea.grid[j] + d) % sea.shape),
                                             tuple(sea.shape)))
                if i not in s:
                    ins = sum(x < i for x in rest)
                    T[index[tuple(sorted(rest + (i,)))], m] += -t * (-1)**(pos + ins)
    return np.array(sets), occ, T


def slater(sea, sets, ks):
    return np.linalg.det(sea.orb[sets][:, :, ks])


def apply_hbar(X, Tu, Td, D, u, J):
    Y = np.exp(J * D) * X
    return np.exp(-J * D) * (Tu @ Y + Y @ Td.T + u * D * Y)


def check(sea, J):
    """Compare every contracted formula with the explicit many-body space."""
    sets, occ, T = sector(sea, sea.N)
    D = occ @ occ.T
    det = slater(sea, sets, sea.occ)
    phi = np.outer(det, det)
    assert abs(np.vdot(phi, phi) - 1) < 1e-10
    hphi = apply_hbar(phi, T, T, D, U, J)
    E = np.vdot(phi, hphi).real
    assert abs(E - sea.energy(J)) < 1e-9
    # one-body part: energies of one-hole and one-particle states
    f = sea.fock(J)
    for change in (-1, 1):
        sets1, occ1, T1 = sector(sea, sea.N + change)
        D1 = occ1 @ occ.T
        for k in (sea.occ if change < 0 else sea.virt):
            ks = [q for q in sea.occ if q != k] if change < 0 else sea.occ + [k]
            X = np.outer(slater(sea, sets1, ks), det)
            E1 = np.vdot(X, apply_hbar(X, T1, T, D1, U, J)).real
            assert abs(E1 - E - change * f[k]) < 1e-8
    # couplings to all opposite-spin doubles
    cache = {}
    for i, a in product(sea.occ, sea.virt):
        cache[i, a] = slater(sea, sets, [a if q == i else q for q in sea.occ]).conj()
    W = sea.doubles(J)
    dphi = (D - np.vdot(phi, D * phi).real) * phi
    for w, (i, j, a, b) in zip(W, sea.quads):
        assert abs(cache[i, a] @ hphi @ cache[j, b] - w) < 1e-9
        assert abs(cache[i, a] @ dphi @ cache[j, b] - 1 / sea.M) < 1e-9
    # nothing but these doubles is present in (D-<D>) Phi
    assert abs(np.vdot(dphi, dphi).real - sea.S / sea.M**2) < 1e-9

    def residual(J, u):
        return np.vdot(dphi, apply_hbar(phi, T, T, D, u, J)).real
    J_ed = brentq(residual, -4, 4, args=(U,), xtol=1e-13)
    assert abs(J_ed - solve_J(sea.S, sea.A, sea.B, sea.K, U)) < 1e-9
    small = 1e-3
    J_small = brentq(residual, -1, 1, args=(small,), xtol=1e-14)
    slope = -sea.S / (sea.A - sea.B)
    assert abs(J_small / small / slope - 1) < 2e-3     # next order in U remains
    return phi, T, D, J_ed


def ground(T, D):
    Ts, one = csr_matrix(T), identity(len(T))
    H = skron(Ts, one) + skron(one, Ts) + diags(U * D.ravel())
    start = np.random.default_rng(1).normal(size=D.size)
    val, vec = eigsh(H.tocsr(), k=1, which="SA", v0=start, tol=1e-11)
    return val[0], vec[:, 0].reshape(D.shape)


def weight(phi, X):
    return abs(np.vdot(phi, X))**2 / np.vdot(X, X).real


def gutzwiller(J, phi, T, D):
    X = np.exp(J * D) * phi
    return np.vdot(X, apply_hbar(X, T, T, D, U, 0.0)).real / np.vdot(X, X).real


print(f"t = {t:.1f}, U = {U:.1f} t (energies below in units of t)")
print(f"5-site operator identity, largest error: {op_error:.1e} t")
print(f"same without three-body term: {op_error_no3:.4f} t")

cases = [("ring M=6, 3+3", (6,), 3), ("ring M=8, 3+3", (8,), 3), ("torus 3x3, 5+5", (3, 3), 5)]
for name, shape, N in cases:
    sea = Sea(shape, N)
    phi, T, D, J = check(sea, -0.45)
    print(f"--- {name}: n = {sea.n:.5f}, gamma = {sea.gamma:.5f}")
    print(f"S = {sea.S}, A = {sea.A:.5f} t, B = {sea.B:.5f} t")
    print(f"C = {sea.C + 0.0:.5f} t, K = {sea.K + 0.0:.5f} t")
    print(f"J = {J:.6f}, exp(J) = {np.exp(J):.6f}, t_eff/t = {sea.hop_factor(J):.6f}")
    print(f"<Hbar> at J=0: {sea.energy(0):.6f} t; at projected J: {sea.energy(J):.6f} t")
    if len(shape) == 1:
        E0, psi = ground(T, D)
        best = minimize_scalar(gutzwiller, bounds=(-3, 0.5), args=(phi, T, D),
                               method="bounded", options={"xatol": 1e-9})
        assert best.fun >= E0 - 1e-9
        assert abs(sea.energy(J) - E0) < abs(sea.energy(0) - E0)
        print(f"exact ground-state energy = {E0:.6f} t")
        print(f"variational Gutzwiller: J = {best.x:.5f}, E = {best.fun:.6f} t")
        print(f"Gutzwiller mean energy at projected J = {gutzwiller(J, phi, T, D):.6f} t")
        w0 = weight(phi, psi)
        wr, wl = weight(phi, np.exp(-J * D) * psi), weight(phi, np.exp(J * D) * psi)
        assert wl < w0 < wr
        print(f"weight of Phi: H {w0:.5f}, right {wr:.5f}, left {wl:.5f}")
    if shape == (6,):
        assert abs(sea.K) < 1e-9 and abs(sea.A + sea.B) < 1e-9
        assert abs(np.sinh(J) + U * sea.S / (2 * sea.A)) < 1e-9
        W = sea.doubles(J)
        assert abs(W.sum()) < 1e-8
        print(f"lambda = {lam(J):.6f}, e^J-1 = {np.expm1(J):.6f}, e^-J-1 = {np.expm1(-J):.6f}")
        print(f"kinetic energy E_T = {sea.ET:.5f} t, sinh J = {np.sinh(J):.6f}")
        print(f"double couplings at J=0: all {U / sea.M:.5f} t")
        print(f"at projected J: min {W.min():.5f}, max {W.max():.5f}, "
              f"rms {np.sqrt(np.mean(W**2)):.5f} t")
        print(f"<Hbar> at J=-2 (far below exact): {sea.energy(-2.0):.5f} t")
        assert sea.energy(-2.0) < E0


# ---------- the same sums in real space, for long rings
def ring_sums(M, N):
    r = np.arange(1, M)
    g = np.concatenate([[N / M], np.sin(np.pi * N * r / M) / (M * np.sin(np.pi * r / M))])
    p = -g.copy()
    p[0] += 1

    def nb(f):
        return -t * (np.roll(f, 1) + np.roll(f, -1))
    S = np.sum(p**2 * g**2)
    A = 2 * np.sum(nb(p) * p * g**2)
    B = 2 * np.sum(p**2 * g * nb(g))
    C = np.sum(p**2 * nb(g**2)) + np.sum(p * g * nb(p * g))
    return S, A, B, C, N / M * (A + B) - 2 * g[1] * C, g[1]


for M, N in ((6, 3), (8, 3), (10, 3)):
    sea = Sea((M,), N)
    assert np.allclose(np.array(ring_sums(M, N)[:5]) * M**3,
                       [sea.S, sea.A, sea.B, sea.C, sea.K], atol=1e-8)

print("--- half-filled rings of growing length")
for M in (10, 50, 4002):
    S, A, B, C, K, g1 = ring_sums(M, M // 2)
    J = solve_J(S, A, B, K, U)
    e = -4 * t * g1 * (1 + lam(J) * (0.25 + g1**2)) + U / 4
    print(f"M = {M}: J = {J:.6f}, <Hbar>/M = {e:.6f} t")
slope = np.pi**3 / (12 * (np.pi**2 + 4))
J_inf = -np.arcsinh(slope * U / t)
e_inf = -4 * t / np.pi * (1 + lam(J_inf) * (0.25 + 1 / np.pi**2)) + U / 4
S_inf, A_inf = 1 / 12, t * (1 / (2 * np.pi) + 2 / np.pi**3)
# remaining differences are finite-size terms of the 4002-site ring
assert abs(S - S_inf) < 1e-5 and abs(A - A_inf) < 1e-5
assert abs(J - J_inf) < 1e-5 and abs(e - e_inf) < 1e-5
print(f"infinite chain: S/M^3 = {S_inf:.6f}, A/M^3 = {A_inf:.6f} t")
print(f"infinite chain: -sinh(J) t/U = {slope:.6f}, J = {J_inf:.6f}")
print(f"infinite chain: <Hbar>/M = {e_inf:.6f} t, "
      f"t_eff/t = {1 + lam(J_inf) * (0.25 + 3 / np.pi**2):.6f}")
print("OK")
```

It prints:

```
t = 1.0, U = 4.0 t (energies below in units of t)
5-site operator identity, largest error: 5.3e-15 t
same without three-body term: 0.3709 t
--- ring M=6, 3+3: n = 0.50000, gamma = 0.33333
S = 19, A = 52.00000 t, B = -52.00000 t
C = -0.00000 t, K = 0.00000 t
J = -0.677692, exp(J) = 0.507788, t_eff/t = 1.278317
<Hbar> at J=0: -2.000000 t; at projected J: -3.378330 t
exact ground-state energy = -3.668706 t
variational Gutzwiller: J = -0.76525, E = -3.537386 t
Gutzwiller mean energy at projected J = -3.520391 t
weight of Phi: H 0.68941, right 0.96432, left 0.35491
lambda = 0.477114, e^J-1 = -0.492212, e^-J-1 = 0.969326
kinetic energy E_T = -8.00000 t, sinh J = -0.730769
double couplings at J=0: all 0.66667 t
at projected J: min -0.30769, max 0.33853, rms 0.15576 t
<Hbar> at J=-2 (far below exact): -17.95935 t
--- ring M=8, 3+3: n = 0.37500, gamma = 0.30178
S = 37, A = 81.25483 t, B = -119.88225 t
C = -12.00000 t, K = -7.24264 t
J = -0.659802, exp(J) = 0.516953, t_eff/t = 1.229104
<Hbar> at J=0: -5.156854 t; at projected J: -6.575385 t
exact ground-state energy = -6.672196 t
variational Gutzwiller: J = -0.67260, E = -6.602733 t
Gutzwiller mean energy at projected J = -6.602333 t
weight of Phi: H 0.77395, right 0.98190, left 0.50321
--- torus 3x3, 5+5: n = 0.55556, gamma = 0.22222
S = 52, A = 208.00000 t, B = -176.00000 t
C = -32.00000 t, K = 32.00000 t
J = -0.508466, exp(J) = 0.601418, t_eff/t = 1.104358
<Hbar> at J=0: -4.888889 t; at projected J: -6.141182 t
--- half-filled rings of growing length
M = 10: J = -0.685515, <Hbar>/M = -0.518784 t
M = 50: J = -0.689149, <Hbar>/M = -0.495291 t
M = 4002: J = -0.689291, <Hbar>/M = -0.494319 t
infinite chain: S/M^3 = 0.083333, A/M^3 = 0.223658 t
infinite chain: -sinh(J) t/U = 0.186296, J = -0.689291
infinite chain: <Hbar>/M = -0.494318 t, t_eff/t = 1.273788
OK
```
